# Generalized Mulliken-Hush coupling, Boys localization and block diagonalization for two states

## 1. Definitions and conventions

At a fixed nuclear geometry, let $\psi_1,\psi_2$ be two real, orthonormal adiabatic electronic states, with energies $E_1<E_2$ and gap $\Delta E=E_2-E_1$. The dipole operator is $\boldsymbol\mu$. Its matrix elements enter through two vectors,

$$\mathbf D=\boldsymbol\mu_{11}-\boldsymbol\mu_{22},\qquad \mathbf T=\boldsymbol\mu_{12}.$$

Moving the origin adds a constant vector to $\boldsymbol\mu$. This cancels in $\mathbf D$ and drops out of $\mathbf T$ because the states are orthogonal, so both are independent of origin even for a charged system.

For a unit vector $\mathbf n$, define the projected operator $m=\mathbf n\cdot\boldsymbol\mu$ and the numbers

$$d=\mathbf n\cdot\mathbf D,\qquad t=\mathbf n\cdot\mathbf T.$$

A new orthonormal pair is obtained by the rotation

$$a=\cos\theta\,\psi_1+\sin\theta\,\psi_2,\qquad b=-\sin\theta\,\psi_1+\cos\theta\,\psi_2 .$$

The generalized Mulliken-Hush (GMH) states are the pair for which $m_{ab}=0$. The idea is that states with the charge on different sites should have well-separated dipoles and little transition dipole along the transfer direction. This defines the states; it does not prove that they are independent of geometry. The sign of a coupling changes with the sign of either state, so methods are compared through $|H_{ab}|$.

## 2. The GMH coupling

The Hamiltonian is diagonal in the adiabatic basis, so

$$H_{ab}=-\sin\theta\cos\theta\,E_1+\sin\theta\cos\theta\,E_2=\frac{\Delta E}{2}\sin2\theta, \tag{1}$$

$$H_{aa}-H_{bb}=(\cos^2\theta-\sin^2\theta)(E_1-E_2)=-\Delta E\cos2\theta. \tag{2}$$

The projected dipole also has an off-diagonal element in the adiabatic basis:

$$m_{ab}=\sin\theta\cos\theta\,(m_{22}-m_{11})+(\cos^2\theta-\sin^2\theta)\,t
=t\cos2\theta-\frac d2\sin2\theta. \tag{3}$$

The diagonal elements are

$$m_{aa}=\cos^2\theta\,m_{11}+\sin^2\theta\,m_{22}+2\sin\theta\cos\theta\,t,$$
$$m_{bb}=\sin^2\theta\,m_{11}+\cos^2\theta\,m_{22}-2\sin\theta\cos\theta\,t,$$

and their difference is

$$m_{aa}-m_{bb}=d\cos2\theta+2t\sin2\theta. \tag{4}$$

Setting (3) to zero gives $\tan2\theta=2t/d$. The branch that makes $m_{aa}>m_{bb}$ is

$$\cos2\theta=\frac{d}{\sqrt{d^2+4t^2}},\qquad \sin2\theta=\frac{2t}{\sqrt{d^2+4t^2}}. \tag{5}$$

Inserting (5) in (1) and (4) gives

$$\boxed{|H_{ab}|=\frac{\Delta E\,|t|}{\sqrt{d^2+4t^2}}},\qquad m_{aa}-m_{bb}=\sqrt{d^2+4t^2}. \tag{6}$$

The other branch exchanges the two states, up to a sign. If $d=t=0$, the projected dipole is a multiple of the identity and selects no pair.

There are two useful limits. For $|t|\ll|d|$,

$$|H_{ab}|=\Delta E\,\frac{|t|}{|d|}\left(1-\frac{2t^2}{d^2}+\dots\right),$$

whose leading term is the perturbative Mulliken-Hush expression, with the adiabatic dipole difference in the denominator. For $d=0$ and $t\ne0$, $|H_{ab}|=\Delta E/2$: the adiabatic states are equal mixtures of $a$ and $b$, and the whole gap comes from the coupling.

## 3. A form valid in any orthonormal pair

To compare GMH with another method, one needs its coupling expressed in that method's states. Let $a,b$ now be any orthonormal pair with the same span, and write $g=H_{aa}-H_{bb}$ and $\Delta=m_{aa}-m_{bb}$. With both operators restricted to the pair,

$$[H,m]_{ab}=H_{aa}m_{ab}+H_{ab}m_{bb}-m_{aa}H_{ab}-m_{ab}H_{bb}
=g\,m_{ab}-H_{ab}\Delta. \tag{7}$$

The commutator of two real symmetric matrices is antisymmetric. A $2\times2$ antisymmetric matrix is unchanged by a rotation, so (7) has the same value in every pair reached by rotation. The eigenvalue gap of $m$, $\sqrt{\Delta^2+4m_{ab}^2}$, is also unchanged. In the GMH pair $m_{ab}=0$, and (7) reduces to minus the coupling times this gap. Therefore

$$H^{\rm GMH}_{ab}=\frac{H_{ab}\Delta-g\,m_{ab}}{\sqrt{\Delta^2+4m_{ab}^2}}, \tag{8}$$

where the GMH pair is ordered by a positive dipole difference. The adiabatic pair has $H_{ab}=0$, $g=-\Delta E$ and $m_{ab}=t$, which returns (6).

If $\Delta>0$ and $|m_{ab}|\ll\Delta$, then to first order

$$H^{\rm GMH}_{ab}-H_{ab}\simeq-\frac{g\,m_{ab}}{\Delta}. \tag{9}$$

A small residual transition dipole thus changes the coupling in proportion to the energy offset $g$.

## 4. Boys localization

Boys localization of the two states maximizes

$$B(\theta)=|\boldsymbol\mu_{aa}|^2+|\boldsymbol\mu_{bb}|^2
=\tfrac12|\boldsymbol\mu_{aa}+\boldsymbol\mu_{bb}|^2+\tfrac12|\boldsymbol\Delta|^2,$$

with $\boldsymbol\Delta=\boldsymbol\mu_{aa}-\boldsymbol\mu_{bb}$. The sum is a trace and does not depend on $\theta$, so the method maximizes the distance between the two dipoles. Equation (4) holds for each Cartesian component:

$$\boldsymbol\Delta(\theta)=\mathbf D\cos2\theta+2\mathbf T\sin2\theta. \tag{10}$$

Squaring this and using double-angle identities gives

$$|\boldsymbol\Delta|^2=\tfrac12\left[D^2+4T^2+p\cos4\theta+q\sin4\theta\right],$$
$$p=D^2-4T^2,\qquad q=4\,\mathbf D\cdot\mathbf T. \tag{11}$$

The maximum occurs when $(\cos4\theta,\sin4\theta)$ is parallel to $(p,q)$, so $4\theta=\operatorname{atan2}(q,p)$. Since $\sin^22\theta=(1-\cos4\theta)/2$, equation (1) yields

$$|H^{\rm Boys}_{ab}|=\frac{\Delta E}{2}\sqrt{\frac12\left(1-\frac{p}{\sqrt{p^2+q^2}}\right)}. \tag{12}$$

To find the relation to GMH, differentiate (10) and use (3) component by component:

$$\frac{d\boldsymbol\Delta}{d\theta}=-2\mathbf D\sin2\theta+4\mathbf T\cos2\theta=4\boldsymbol\mu_{ab},\qquad
\frac{d|\boldsymbol\Delta|^2}{d\theta}=8\,\boldsymbol\Delta\cdot\boldsymbol\mu_{ab}.$$

At the maximum, the transition dipole is perpendicular to the dipole difference. The Boys states therefore diagonalize $\mathbf n\cdot\boldsymbol\mu$ for $\mathbf n=\boldsymbol\Delta/|\boldsymbol\Delta|$: they are GMH states for their own transfer direction.

This direction can be found without first finding $\theta$. The length of a vector is its largest projection, so

$$\max_\theta|\boldsymbol\Delta(\theta)|=\max_{\mathbf n}\max_\theta\,\mathbf n\cdot\boldsymbol\Delta(\theta)
=\max_{\mathbf n}\sqrt{(\mathbf n\cdot\mathbf D)^2+4(\mathbf n\cdot\mathbf T)^2}. \tag{13}$$

The last square root is the dipole gap in (6). The Boys direction is the eigenvector of $\mathbf D\mathbf D^{\mathsf T}+4\mathbf T\mathbf T^{\mathsf T}$ with the largest eigenvalue.

If $\mathbf D$ and $\mathbf T$ are parallel, this is their common direction, and Boys agrees with GMH projected on $\mathbf D$. If they are perpendicular, $q=0$ and (12) gives

- $|H_{ab}|=0$ for $D>2T$;
- $|H_{ab}|=\Delta E/2$ for $D<2T$;
- no selection for $D=2T$, where (11) is independent of $\theta$.

Close to the last case, small changes in the dipoles can rotate the Boys states strongly. GMH projected on $\mathbf D$ behaves differently: for perpendicular vectors with $D\neq0$ it has $t=0$ and gives zero coupling whatever the size of $T$.

## 5. Block diagonalization

Block diagonalization uses reference states instead of a dipole. Let $\chi_1,\chi_2$ be orthonormal references, for example a donor and an acceptor state, completed to an orthonormal basis of $N$ functions. We seek an orthogonal matrix $U$ that block diagonalizes the full Hamiltonian, assigns $\psi_1,\psi_2$ to the first block, and is as close as possible to the identity:

$$\|U-1\|^2=\operatorname{tr}(U^{\mathsf T}U)+N-2\operatorname{tr}U=2N-2\operatorname{tr}U. \tag{14}$$

The trace is a sum over the two blocks, and the rotation within each block is free. The $2\times2$ problem can therefore be solved separately. Write the new states as $\phi_k=\sum_i\psi_iM_{ik}$ and the overlaps as $C_{ik}=\langle\psi_i|\chi_k\rangle$. The part to maximize is

$$\sum_k\langle\chi_k|\phi_k\rangle=\sum_{ik}C_{ik}M_{ik}=\operatorname{tr}(C^{\mathsf T}M).$$

Insert the singular value decomposition $C=X\Sigma Y^{\mathsf T}$. The trace becomes $\sum_i\sigma_iZ_{ii}$ with $Z=X^{\mathsf T}MY$. Since $Z$ is orthogonal, $Z_{ii}\le1$, and for nonzero $\sigma_i$ the unique maximum is $Z=1$. Hence

$$M=XY^{\mathsf T}=C(C^{\mathsf T}C)^{-1/2},\qquad
H^{\rm BD}=M^{\mathsf T}\begin{pmatrix}E_1&0\\0&E_2\end{pmatrix}M. \tag{15}$$

If the sign of $\psi_2$ is chosen so that $\det C>0$, $M$ is the rotation of Section 1. The trace is then $(C_{11}+C_{22})\cos\theta+(C_{21}-C_{12})\sin\theta$, so

$$\theta_{\rm BD}=\operatorname{atan2}(C_{21}-C_{12},\,C_{11}+C_{22}),$$

and (1) gives the coupling.

The block-diagonal pair is the GMH pair when its own $m_{ab}$ vanishes and $\Delta\ne0$. If $m_{ab}\neq0$, the pairs differ, and the difference in coupling follows by comparing the magnitude of (8) with $|H_{ab}|$ of the block-diagonal pair. A singular value near zero means that some combination of the references is almost absent from the adiabatic pair; the construction then loses its meaning.

## 6. Derivative couplings and intersections

Let $q$ now denote a coordinate, with a prime for $\partial/\partial q$. Inverting the rotation gives $\psi_1=\cos\theta\,a-\sin\theta\,b$ and $\psi_2=\sin\theta\,a+\cos\theta\,b$. Then

$$\psi_2'=\theta'\psi_1+\sin\theta\,a'+\cos\theta\,b'.$$

Project on $\psi_1$. Normalization gives $\langle a|a'\rangle=\langle b|b'\rangle=0$, and orthogonality gives $\langle b|a'\rangle=-\langle a|b'\rangle$. Hence

$$\langle\psi_1|\psi_2'\rangle=\theta'+(\cos^2\theta+\sin^2\theta)\langle a|b'\rangle=\theta'+\langle a|b'\rangle. \tag{16}$$

The rotation removes $\theta'$ and leaves $\langle a|b'\rangle$. For GMH with an operator $m$ that does not depend on $q$, the origin of this residue follows from differentiating $\langle a|m|b\rangle=0$. Let $Q$ project on all states outside the pair. Splitting $a'$ and $b'$ into parts inside and outside the pair gives

$$(m_{aa}-m_{bb})\langle a|b'\rangle=-\langle a'|Qm|b\rangle-\langle a|mQ|b'\rangle. \tag{17}$$

If the space spanned by the pair does not change with $q$, the right side is zero and the GMH states are strictly diabatic along $q$. Otherwise a residue is generally present.

At an intersection, $\Delta E=\sqrt{g^2+4H_{ab}^2}=0$ requires both $g=0$ and $H_{ab}=0$. The adiabatic states are then arbitrary within their span, but the GMH states are still fixed by $m$ if its eigenvalue gap is nonzero. If the span also varies smoothly, the GMH states can be chosen smoothly near the intersection. Equations (1) and (2) show that one circuit around the origin of the $(-g,2H_{ab})$ plane changes $2\theta$ by $2\pi$. Thus $\theta$ changes by $\pi$ and both adiabatic states change sign, while $a$ and $b$ return unchanged.

## 7. Worked example

One electron moves in a plane in the potential

$$V=-2.0\,G_D-(2.0+w)\,G_A-1.0\,G_B,\qquad G_K=e^{-|\mathbf r-\mathbf R_K|^2/2\sigma^2},$$

with energies in hartree and $\sigma=1.0$ bohr. The donor and acceptor lie at $(-2.5,0)$ and $(2.5,0)$ bohr, and the bridge at $(0,1.5)$ bohr. The parameter $w$ deepens the acceptor. The Hamiltonian was diagonalized in a sinc-function basis on 1073 grid points spaced by 0.5 bohr. The electron dipole is $\boldsymbol\mu=-\mathbf r$ in units of $e\cdot$bohr, and the sign of $\psi_2$ makes $T_x>0$.

| $w$ | $\Delta E$ | $\mathbf D$ | $\mathbf T$ |
|---|---|---|---|
| 0.00 | 0.035220 | (0, −0.0703) | (2.3282, 0) |
| 0.05 | 0.045893 | (−3.1298, −0.0443) | (1.7313, −0.0251) |
| 0.10 | 0.070147 | (−4.1259, −0.0173) | (1.1012, −0.0312) |
| 0.20 | 0.128904 | (−4.5507, 0.0107) | (0.5720, −0.0310) |

For block diagonalization, the references are the ground states of the isolated donor and acceptor wells, symmetrically orthonormalized. The couplings $|H_{ab}|$ in hartree are as follows; six decimals are kept to show the differences between methods.

| $w$ | GMH, $x$ | GMH, $\mathbf D$ | Boys | Block diag. |
|---|---|---|---|---|
| 0.00 | 0.017610 | 0.000000 | 0.017610 | 0.017610 |
| 0.05 | 0.017023 | 0.017020 | 0.017024 | 0.017010 |
| 0.10 | 0.016517 | 0.016515 | 0.016518 | 0.016468 |
| 0.20 | 0.015713 | 0.015715 | 0.015717 | 0.015533 |

For $w=0.05$, projection on the donor-acceptor axis gives

$$\sqrt{3.1298^2+4(1.7313)^2}=4.667,\qquad
|H_{ab}|=\frac{0.045893\times1.7313}{4.667}=0.01702\ \text{hartree}.$$

The Boys value is the same to this precision, or 463 meV. The perturbative formula $\Delta E|t|/|d|$ gives 0.0254 hartree, 49% above GMH, because $t$ is not small compared with $d$. At $w=0.20$ it gives 0.0162 hartree, 3% above GMH.

**Resonance.** At $w=0$, reflection in $x$ exchanges donor and acceptor. The adiabatic states have opposite parity, which forces $D_x=0$ and $T_y=0$. The bridge breaks reflection symmetry in $y$ and allows $D_y\ne0$. Projection on $\mathbf D$ therefore looks perpendicular to the transfer and returns zero. Boys has $D=0.0703<2T=4.6564$ and gives $\Delta E/2$.

The width of the faulty region can be estimated by keeping the other quantities at their resonance values. With $\mathbf n$ along $\mathbf D$ and $T_y=0$, the projected values are $d=D$ and $t=D_xT_x/D$. Near resonance the coupling should be close to $\Delta E/2$. By (6), the projection on $\mathbf D$ gives less than $1/\sqrt2$ of this when $2|t|<d$, that is, when $2|D_x|T_x<D_x^2+D_y^2$. Close to resonance $D_x^2$ is negligible here, and the condition becomes $|D_x|\lesssim D_y^2/(2T_x)=0.0703^2/4.656\approx1.1\times10^{-3}$ $e\cdot$bohr. By (2) and (5), applied to the projection on $x$, this means an energy offset below about $0.0352\times0.0011/4.656\approx8\times10^{-6}$ hartree. At $w=0.05$ the offset is much larger, and the two projections differ by only $3\times10^{-6}$ hartree.

**Block diagonalization.** At $w=0.20$, its states have $g=0.1251$ hartree, $m_{ab}=0.00677$ and $\Delta=4.692$ $e\cdot$bohr along $x$. Equation (9) predicts a shift of magnitude

$$\frac{0.1251\times0.00677}{4.692}=1.8\times10^{-4}\ \text{hartree}.$$

With positive references $H_{ab}$ is negative here, so the shift increases its magnitude. This accounts for the difference in the table, about 1% of the GMH coupling. At resonance, reflection makes both $g$ and $m_{ab}$ along $x$ zero, and block diagonalization agrees with GMH projected on $x$. The squared singular values of $C$ are at least 0.966 for all four depths, so the references are well represented in the pair.

**Changing the offset.** From $w=0$ to $0.20$, $\Delta E$ grows by a factor of 3.7 and $T_x$ falls to a quarter, while the GMH coupling falls by 11%. The diabatic coupling varies much less than the adiabatic quantities, but it is not constant.

**Residual derivative coupling.** Take $q=w$ at $w=0.05$. Differentiating $H\psi_2=E_2\psi_2$ and projecting on $\psi_1$ gives $\langle\psi_1|\psi_2'\rangle=\langle\psi_1|H'|\psi_2\rangle/\Delta E$, with $H'=-G_A$. Its value is 5.197 per hartree. Central differences of the GMH angle and states, projected on $x$, give $\theta'=5.162$ and $\langle a|b'\rangle=0.035$ per hartree. Their sum agrees with (16). At this value of $w$, the GMH rotation removes all but 0.7% of the derivative coupling; the fraction depends on $w$.

## 8. Use in a calculation

1. Compute $\Delta E$, $\mathbf D$ and $\mathbf T$ with consistent state phases. Use the same pair for all matrix elements.
2. Choose $\mathbf n$ from the known transfer axis, or use the leading eigenvector in Section 4. Near resonance, do not choose it from $\mathbf D$ alone.
3. Evaluate (6). For the states themselves, use $2\theta=\operatorname{atan2}(2t,d)$, which remains defined at $d=0$.
4. Inspect the dipole gap. If it is small, the dipole does not distinguish the states. For Boys, also inspect $\sqrt{p^2+q^2}$, which vanishes when the functional is flat.
5. If references are available, form (15) and evaluate $m_{ab}/\Delta$. Equation (8) then gives the difference from GMH that is due to the definition of the states. It holds for any energies and dipoles used consistently in both methods, so it does not test their accuracy.

The two-state formula presumes that the donor and acceptor states lie mainly in the chosen pair. If a third adiabatic state carries a large part of either, a rotation of two states cannot recover it.
